# Why one Tauc-plot intercept does not give the indirect gap

## Definitions and conventions

Let $G$ be the indirect gap, the energy between the valence-band maximum and a conduction-band minimum at a different wavevector. A photon of energy $E$ carries almost no momentum on this scale, so the difference must come from elsewhere; here a phonon of energy $P$ supplies it. I set $\hbar=1$ and give energies in eV, the natural unit of an absorption spectrum. The absorption coefficient is $\alpha(E)$, and the ordinate of the square-root Tauc plot is

$$y(E)=\sqrt{\alpha(E)\,E}.$$

The intercept of a line is the energy at which it meets $y=0$. The claim to be examined is that a straight segment of this plot, extended to the axis, meets it at $G$.

The model has parabolic band edges, a full valence band, an empty conduction band and one phonon branch in equilibrium at temperature $T$. The energy $P$ is the same for all phonons that connect states near the two edges. The refractive index and the second-order matrix element, with its energy denominators, are constant. Excitons and broadening are left out.

**Energy balance.** Let $D\ge 0$ be the kinetic energy shared by the electron and the hole. If a phonon is absorbed, $E+P=G+D$; if one is emitted, $E=G+P+D$. Hence

$$D_{\rm abs}=E-G+P,\qquad D_{\rm em}=E-G-P,$$

and the two processes start at $G-P$ and $G+P$.

**Pair density.** In a parabolic band the states below kinetic energy $e$ fill an ellipsoid in wavevector space whose volume grows as $e^{3/2}$, so the density of states grows as $\sqrt e$. Since a phonon can supply any wavevector difference, every hole state may combine with every electron state. The density of pairs with total kinetic energy $D$ is therefore proportional to

$$J(D)=\int_0^D\sqrt{e\,(D-e)}\;de .$$

With $e=D/2+u$ the integrand becomes $\sqrt{D^2/4-u^2}$, and the integral is the area of a half-disc of radius $D/2$:

$$J(D)=\frac{\pi D^2}{8}.$$

**Phonon factors.** The lattice displacement contains $b+b^\dagger$. From $b|n\rangle=\sqrt n\,|n-1\rangle$ and $b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, the squared matrix elements are $n$ for absorption and $n+1$ for emission. Their thermal averages are $N$ and $N+1$. With $q=e^{-P/kT}$,

$$N=\frac{\sum_n n\,q^n}{\sum_n q^n}=\frac{q}{1-q}=\frac{1}{e^{P/kT}-1},\qquad \frac{N}{N+1}=q .$$

**Why $\alpha E$ is plotted.** For a vector potential of amplitude $A_0$, the transition rate is proportional to $A_0^2$ and the light intensity to $E^2A_0^2$ at constant index. The absorbed power is $E$ times the rate, and $\alpha$ is this power divided by the intensity, so $\alpha$ carries a factor $E/E^2=1/E$. Multiplication by $E$ removes it. With one constant $C$ for all remaining factors,

$$y^2=C\left[N(E-G+P)^2+(N+1)(E-G-P)^2\right], \tag{1}$$

where each term is present only above its own threshold.

## The counter-example

Take $G=1.1$ eV (0.0404 hartree), $P=50$ meV and $T=300$ K. These are round model parameters. Then $kT=25.852$ meV and $N=0.16898$. I choose $C=\pi/8$, which gives $y$ in eV; another value would rescale $y$ and leave every intercept in place.

**The lower segment.** At 1.08 and 1.12 eV only phonon absorption contributes, and equation (1) gives $y=0.007728$ and $0.018032$. The line through these points has

$$\text{slope}=\frac{0.018032-0.007728}{0.04}=0.2576,$$

$$\text{intercept}=1.08-\frac{0.007728}{0.2576}=1.0500\ \text{eV}.$$

The segment is straight, yet its intercept lies 50 meV below the gap.

**The raw upper segment.** Above 1.15 eV both processes contribute. At 1.20 eV,

$$y=\sqrt{\tfrac{\pi}{8}\left[0.16898\,(0.15)^2+1.16898\,(0.05)^2\right]}=0.05139,$$

and at 1.40 eV, $y=0.191886$. A least-squares line through 41 equally spaced points from 1.20 to 1.40 eV has the intercept 1.1290 eV. This is neither $G$ nor $G+P=1.15$ eV; read as the gap, it is 29 meV too high.

The plot gives little warning. The largest misfit of the line is 0.66 % of the ordinate at 1.40 eV, and at most 2.5 % of the local ordinate. With 41 points, Gaussian scatter whose standard deviation equals this largest misfit hides the curvature from a 5 % significance test of a quadratic term in about half of the trials. Uniform scatter bounded by that size hides it in fewer than one in ten.

**The emission part.** The lower line can be continued upward, squared and subtracted from $y^2$. At 1.20 eV it has the height $0.2576\times0.15=0.03864$, so the emission part of the ordinate is

$$\sqrt{0.051388^2-0.03864^2}=0.03388 .$$

At 1.40 eV the same operation gives $0.169385$. With the unrounded value $0.033877$ at 1.20 eV,

$$\text{slope}=\frac{0.169385-0.033877}{0.20}=0.67754,$$

$$\text{intercept}=1.20-\frac{0.033877}{0.67754}=1.1500\ \text{eV}.$$

The two separated processes now give both unknowns:

$$G=\frac{1.1500+1.0500}{2}=1.1000\ \text{eV},\qquad P=\frac{1.1500-1.0500}{2}=0.0500\ \text{eV}.$$

The slopes provide a check on the assignment of the lines to the two processes. By equation (1) their squared ratio must be $N/(N+1)=e^{-P/kT}$. Here $(0.2576/0.67754)^2=0.1446$, and $e^{-50/25.852}=0.1446$. In a measurement, a clear disagreement would mean that an assumption of the model fails. The segments may not be the absorption and emission parts of one phonon branch, but a matrix element that varies with energy also changes the ratio, as the last section shows.

## The correct general statement

Within the model, for $T>0$:

1. Between $G-P$ and $G+P$ the plot is straight, with intercept $G-P$.
2. The emission part, isolated by subtraction, is straight in the square root, with intercept $G+P$.
3. The raw plot above $G+P$ is curved. A least-squares line fitted there to three or more points has an intercept below
$$G+P\tanh\frac{P}{2kT},$$
which is itself below $G+P$.

Thus the shift equals a phonon energy when a segment contains one process. It is smaller than $P$ when the raw upper segment is fitted.

## Proof

**Parts 1 and 2.** Between the thresholds only the first term of equation (1) is present. There $E-G+P>0$, so the root is $y=\sqrt{CN}\,(E-G+P)$, which vanishes at $G-P$. Above $G+P$, subtracting the square of this line leaves $C(N+1)(E-G-P)^2$. Its positive root is $\sqrt{C(N+1)}\,(E-G-P)$, which vanishes at $G+P$.

**Part 3: the shape of the curve.** Put $x=E-G>P$ and $a=2N+1$. Expansion of the squares gives

$$\frac{y^2}{C}=(2N+1)x^2+\left[2N-2(N+1)\right]Px+(2N+1)P^2,$$

and therefore

$$y^2=C\,Q,\qquad Q=ax^2-2Px+aP^2 . \tag{2}$$

The constant $a$ follows from the phonon number:

$$a=\frac{2}{e^{P/kT}-1}+1=\frac{e^{P/kT}+1}{e^{P/kT}-1}=\coth\frac{P}{2kT}>1 .$$

Completing the square in equation (2) gives

$$y^2=Ca\left[\left(x-\frac Pa\right)^2+P^2\left(1-\frac1{a^2}\right)\right]. \tag{3}$$

This is a branch of a hyperbola. Its last term is positive, so the curve lies above its asymptote $\sqrt{Ca}\,(x-P/a)$. The asymptote meets the axis at $x=P/a=P\tanh(P/2kT)$.

**The tangent.** Differentiating $y^2=CQ$ gives $2yy'=CQ'=2C(ax-P)$, so $y/y'=Q/(ax-P)$. The tangent at $x$ meets the axis at

$$x_0=x-\frac{y}{y'}=\frac{ax^2-Px-ax^2+2Px-aP^2}{ax-P}=\frac{P(x-aP)}{ax-P}. \tag{4}$$

Its derivative is

$$\frac{dx_0}{dx}=P\,\frac{(ax-P)-a(x-aP)}{(ax-P)^2}=\frac{P^2(a^2-1)}{(ax-P)^2}>0 .$$

The intercept therefore rises steadily, from $-P$ at $x=P$ towards $P/a$ at large $x$. The starting value shows that the plot has no kink at the emission threshold: emission begins quadratically, and the slope of the lower segment continues smoothly.

**The fitted line.** The second derivative also follows from $y=\sqrt{CQ}$:

$$y''=\sqrt C\,\frac{aQ-(ax-P)^2}{Q^{3/2}}=\sqrt C\,\frac{(a^2-1)P^2}{Q^{3/2}}>0,$$

so the curve is strictly convex. The residuals $r_i$ of a least-squares line obey $\sum_i r_i=0$ and $\sum_i r_ix_i=0$. They cannot all vanish, because a line meets a strictly convex curve at no more than two points. The first condition then requires a change of sign. If there were one change only, at $x_*$, all nonzero products $r_i(x_i-x_*)$ would have the same sign, and their sum could not vanish. The residuals therefore change sign at least twice, and the line cuts the curve at two points $x_1<x_2$ inside the window.

The slope $s$ of this secant equals $y'$ at some point between them. Since $y'$ is positive and rises towards $\sqrt{Ca}$, we have $0<s<\sqrt{Ca}$. The curve lies above its asymptote, so $y(x_1)>\sqrt{Ca}\,(x_1-P/a)$. Both inequalities act in the same direction:

$$x_1-\frac{y(x_1)}{s}<x_1-\left(x_1-\frac Pa\right)=\frac Pa .$$

This proves part 3. The intercept also stays above $-P$: by convexity $s>y'(x_1)$, so the line meets the axis at a higher energy than the tangent at $x_1$ does, and by equation (4) that tangent intercept is at least $-P$. The size of the shift is therefore smaller than $P$.

## Reading the result

In the example $a=1.33797$, and the bound is $1.1+0.050/1.33797=1.1374$ eV. Equation (4) places the tangent intercept at 1.1198 eV for a tangent drawn at 1.20 eV, and at 1.1332 eV for one drawn at 1.40 eV. The fitted value of 1.1290 eV lies between them. It depends on the window and is not a material constant.

The tangent intercept equals $G$ when $x=aP$, here at $E=1.1669$ eV. Because the tangent intercept rises steadily with $x$, a tangent drawn at any other point above the emission threshold misses the gap.

Temperature adds a second error. With $G$ held at 1.1 eV and the window at 1.20 to 1.40 eV, the raw upper fit gives:

| $T$ (K) | fitted intercept (eV) | upper bound (eV) |
|---:|---:|---:|
| 100 | 1.1494 | 1.1497 |
| 300 | 1.1290 | 1.1374 |
| 500 | 1.1137 | 1.1261 |

The intercept falls by 36 meV between 100 and 500 K although the gap does not move. The cause is the growing share of phonon absorption. A real gap may also change with temperature, and a raw fit mixes the two effects.

As $T\to0$, $N$ vanishes and $a\to1$. The lower segment disappears, and the remaining emission line is straight with intercept $G+P$. It cannot give $G$ unless $P$ is known from elsewhere. For $kT\gg P$, the two processes become almost equally strong and the bound approaches $G+P^2/(2kT)$. A fit in a finite window can fall below the gap, because equation (4) is negative for $x<aP$, and $aP\approx2kT$ in this limit. For the window 1.20 to 1.40 eV this happens above about 980 K. Close to the emission threshold it happens at 300 K as well: a fit from 1.151 to 1.17 eV lies 12 meV below $G$.

## Where the model fails

With two phonon energies $P_1<P_2$, only the second branch absorbs between $G-P_2$ and $G-P_1$, and that segment has intercept $G-P_2$. Above it, $y$ is again the root of a sum, so the lines must be separated one threshold at a time.

If the final state is an exciton with binding energy $B$, the thresholds are $G-B\pm P$, and their half-sum is $G-B$. The exciton moves as one particle, so its contribution to $\alpha E$ grows as $\sqrt D$ instead of $D^2$, and the square-root plot is no longer straight. The change is not confined to the threshold, because the Coulomb attraction also enhances the continuum. In a hydrogenic model with $B=14.7$ meV the pair density at $D=0.1$ eV is about 6.5 times the free value. Lines fitted from 1.06 to 1.14 eV and from 1.20 to 1.40 eV then give a half-sum of 1.035 eV, not $G-B=1.085$ eV, and the raw upper fit gives 1.050 eV.

If the squared matrix element varies smoothly with photon energy, by the same factor for both processes, $y$ is multiplied by the root of that factor. The thresholds stay in place, but the segments bend, and the intercept of a fitted line can move away from them. For example, an energy denominator that multiplies $y$ by $1/(3.4\ \text{eV}-E)$, with lines fitted from 1.06 to 1.14 eV and from 1.20 to 1.40 eV at 300 K, raises the raw intercept to 1.1405 eV, above the bound of 1.1374 eV. It returns $G=1.1047$ eV and $P=53.9$ meV, and lowers the squared slope ratio from 0.145 to 0.103. The bound of part 3 and the slope check hold only for a constant matrix element.

Numbers in the example were calculated in double precision.
